# Fe(CO)5 ligand exchange: one NMR line, two infrared bands: test program

```python
# Result under test: in Fe(CO)5 with a pseudorotation barrier of 2 kcal/mol,
# the exchange rate k1 = (kB T/h) exp(-G/RT) per pivot merges the 13C NMR
# lines of axial and equatorial CO but leaves two infrared bands distinct.
# Symbols: k1 = rate through one pivot (1/s); kappa = k1/(2 pi c) in cm^-1;
# slots = ideal ligand directions, in the order axial 1,2, equatorial 1,2,3;
# H = CO-stretch Hamiltonian in the local-mode basis (cm^-1).
# A Berry jump keeps one equatorial pivot and swaps the other two equatorial
# ligands with the axial pair.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

T = 298.15
barrier = 2.0
kcal = 1000 * sc.calorie / sc.N_A
c_cm = 100 * sc.c
RT = sc.k * T / kcal


def eyring(G, temp=T):
    return sc.k * temp / sc.h * np.exp(-G * kcal / (sc.k * temp))


# Thermal one-way flux, integrated for two different masses
for mass in (12 * sc.atomic_mass, 28 * sc.atomic_mass):
    p0 = np.sqrt(mass * sc.k * T)
    flux = quad(lambda u: u * np.exp(-u * u / 2), 0, 12)[0] * p0**2 / mass / sc.h
    assert abs(flux / (sc.k * T / sc.h) - 1) < 1e-8
k1 = eyring(barrier)

# Berry jumps from geometry: new body frame, then nearest ideal slot
s3 = np.sqrt(3) / 2
slots = np.array([[0, 0, 1], [0, 0, -1], [1, 0, 0], [-.5, s3, 0], [-.5, -s3, 0]])
turn = np.array([[-.5, -s3, 0], [s3, -.5, 0], [0, 0, 1]])
frame = np.array([[1., 0, 0], [0, 0, 1], [0, -1, 0]])
rotations, perms = [], []
for n in range(3):
    C = np.linalg.matrix_power(turn, n)
    R = C @ frame @ C.T
    target = np.argmax((slots @ R.T) @ slots.T, axis=1)
    assert sorted(target) == [0, 1, 2, 3, 4]
    P = np.zeros((5, 5))
    P[target, np.arange(5)] = 1
    rotations.append(R)
    perms.append(P)
hop = sum(perms)
leave_ax = hop[2:, 0].sum()
leave_eq = hop[:2, 2].sum()
assert np.allclose(hop[2:, :2].sum(axis=0), 3)
assert np.allclose(hop[:2, 2:].sum(axis=0), 2)

# NMR: a tagged 13C hops among five slots
larmor_MHz, shift_ppm = 100.0, 10.0
dnu = larmor_MHz * shift_ppm
mp.mp.dps = 50
gen = mp.matrix(5, 5)
for i in range(5):
    for j in range(5):
        gen[i, j] = mp.mpf(k1) * (int(hop[i, j]) - (3 if i == j else 0))
    if i < 2:
        gen[i, i] += 2j * mp.pi * dnu
vec = mp.matrix([1, 1, 1, 1, 1])
for _ in range(8):
    vec = mp.lu_solve(gen, vec)
    vec = vec / vec[0]
slow = (gen * vec)[0]
nmr_pos = float(mp.im(slow) / (2 * mp.pi))
nmr_width = float(-mp.re(slow) / mp.pi)
nmr_formula = 4 * np.pi * (6 / 25) * dnu**2 / (5 * k1)
assert abs(nmr_pos / (0.4 * dnu) - 1) < 1e-8
assert abs(nmr_width / nmr_formula - 1) < 1e-6


def maxima(y):
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])))


def nmr_spectrum(rate):
    grid = np.linspace(-0.5 * dnu, 1.5 * dnu, 2001)
    site = np.array([dnu, dnu, 0, 0, 0])
    damp = rate * (3 * np.eye(5) - hop)
    one = np.ones(5)
    return np.array([(one @ np.linalg.solve(
        damp + 2j * np.pi * np.diag(site - f), one)).real for f in grid])


k_cross = 2 * np.pi * dnu / 5
assert maxima(nmr_spectrum(k_cross / 10)) == 2
assert maxima(nmr_spectrum(k_cross * 10)) == 1
T_freeze = brentq(lambda t: np.log(eyring(barrier, t) / k_cross), 15, 290)

# Infrared: local CO stretches and their couplings, round parameters
site_ax, site_eq, c_aa, c_ee, c_ae = 2040.0, 2028.0, 20.0, 28.0, 17.0
H = np.full((5, 5), c_ae)
H[:2, :2] = c_aa
H[2:, 2:] = c_ee
np.fill_diagonal(H, [site_ax] * 2 + [site_eq] * 3)
a2 = np.array([1, -1, 0, 0, 0]) / np.sqrt(2)
ex = np.array([0, 0, 2, -1, -1]) / np.sqrt(6)
ey = np.array([0, 0, 0, 1, -1]) / np.sqrt(2)
nu_a, nu_e = a2 @ H @ a2, ex @ H @ ex
for mode, nu in ((a2, nu_a), (ex, nu_e), (ey, nu_e)):
    assert np.allclose(H @ mode, nu * mode)
levels = np.linalg.eigvalsh(H)
gap = nu_a - nu_e
dip = slots.T.flatten()
jump15 = sum(np.kron(R, P) for R, P in zip(rotations, perms))


def ir_full(nu, kap):
    G = 1j * np.kron(np.eye(3), H - nu * np.eye(5))
    G = G + kap * (3 * np.eye(15) - jump15)
    return (dip @ np.linalg.solve(G, dip)).real


def ir_two(nu, kap):
    g1, g2 = 3 * kap + 1j * (nu_a - nu), 2 * kap + 1j * (nu_e - nu)
    off = -3 / np.sqrt(2) * kap
    return ((2 * g2 + 3 * g1 - 2 * np.sqrt(6) * off) / (g1 * g2 - off**2)).real


kappa = k1 / (2 * np.pi * c_cm)
for factor in (0.1, 1, 10):
    for nu in np.linspace(1970, 2050, 41):
        full = ir_full(nu, factor * kappa)
        assert abs(full - ir_two(nu, factor * kappa)) < 1e-8 * (1 + abs(full))


def full_width(center, kap):
    half = ir_full(center, kap) / 2
    f = lambda x: ir_full(x, kap) - half
    return brentq(f, center, center + 3) - brentq(f, center - 3, center)


small = kappa / 50
assert abs(full_width(nu_a, small) / (6 * small) - 1) < 0.01
assert abs(full_width(nu_e, small) / (4 * small) - 1) < 0.01
grid = np.linspace(1960, 2060, 20001)


def bands(rate):
    y = ir_two(grid, rate / (2 * np.pi * c_cm))
    idx = np.where((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:]))[0] + 1
    if len(idx) < 2:
        return grid[idx], 1.0
    valley = y[idx[0]:idx[-1] + 1].min()
    return grid[idx], valley / min(y[idx[0]], y[idx[-1]])


peaks, valley = bands(k1)
assert len(peaks) == 2
lo, hi = k1, 50 * k1
assert len(bands(hi)[0]) == 1
for _ in range(45):
    mid = np.sqrt(lo * hi)
    if len(bands(mid)[0]) == 2:
        lo = mid
    else:
        hi = mid
k_merge = np.sqrt(lo * hi)
G_merge = RT * np.log(sc.k * T / sc.h / k_merge)


# Mode conversion during a crossing of finite duration (C2v path)
def crossing(duration, start, end):
    P = perms[0]
    H_end = P.T @ H @ P
    steps = 1000
    psi = start.astype(complex)
    for n in range(steps):
        s = (n + 0.5) / steps
        e, v = np.linalg.eigh((1 - s) * H + s * H_end - 2010 * np.eye(5))
        phase = np.exp(-2j * np.pi * c_cm * e * duration / steps)
        psi = v @ (phase * (v.T @ psi))
    return abs((P.T @ end) @ psi)


t_cross = sc.h / (sc.k * T)
for duration in (1e-18, t_cross, 5e-12):
    assert abs(crossing(duration, a2, ey) - 1) < 1e-8
q_sudden = crossing(1e-18, ex, ex)
assert abs(q_sudden - 2 / 3) < 1e-4
q_finite = crossing(t_cross, ex, ex)

# Sizes of neglected effects, for a soft mode of 100 cm^-1
soft = 100.0
x = sc.h * c_cm * soft / (sc.k * T)
wigner = 1 + x**2 / 24
k_soft = k1 * (1 - np.exp(-x))
peaks_soft, valley_soft = bands(k_soft)
assert len(peaks_soft) == 2

w_nmr, w_ir = 2 * np.pi * dnu, 2 * np.pi * c_cm * gap
assert 5 * k1 > 1e6 * w_nmr and k1 < w_ir
print(f"temperature: {T:.2f} K; barrier per pivot: {barrier:.1f} kcal/mol")
print(f"RT: {RT:.4f} kcal/mol; barrier/RT: {barrier/RT:.3f}")
print(f"kB T/h: {sc.k*T/sc.h:.3e} 1/s")
print(f"Boltzmann factor: {np.exp(-barrier/RT):.4f}")
print(f"rate per pivot k1: {k1:.3e} 1/s")
print(f"pivots moving an axial, an equatorial CO: {leave_ax:.0f}, {leave_eq:.0f}")
print(f"axial leaving rate 3 k1: {3*k1:.3e} 1/s")
print(f"equatorial leaving rate 2 k1: {2*k1:.3e} 1/s")
print(f"site-memory decay rate 5 k1: {5*k1:.3e} 1/s")
print(f"mean axial residence time: {1e12/(3*k1):.2f} ps")
print(f"mean equatorial residence time: {1e12/(2*k1):.2f} ps")
print(f"13C frequency: {larmor_MHz:.0f} MHz; shift gap: {shift_ppm:.0f} ppm")
print(f"NMR splitting: {dnu:.0f} Hz; angular: {w_nmr:.3e} rad/s")
print(f"ratio 5 k1 / NMR angular splitting: {5*k1/w_nmr:.2e}")
print(f"NMR line position from equatorial end: {nmr_pos:.1f} Hz")
print(f"NMR exchange width: {nmr_width:.2e} Hz")
print(f"temperature of NMR crossover (formal): {T_freeze:.1f} K")
print(f"local CO frequencies ax, eq: {site_ax:.0f}, {site_eq:.0f} cm^-1")
print(f"couplings ax-ax, eq-eq, ax-eq: {c_aa:.0f}, {c_ee:.0f}, {c_ae:.0f} cm^-1")
print("all CO-stretch levels:", " ".join(f"{v:.1f}" for v in levels), "cm^-1")
print(f"infrared bands A2'', E': {nu_a:.0f}, {nu_e:.0f} cm^-1")
print(f"IR splitting: {gap:.0f} cm^-1; angular: {w_ir:.3e} rad/s")
print(f"ratio IR angular splitting / k1: {w_ir/k1:.1f}")
print(f"ratio IR angular splitting / 5 k1: {w_ir/(5*k1):.2f}")
print(f"ratio IR / NMR angular splitting: {w_ir/w_nmr:.2e}")
print(f"slow-limit width A2'': {6*kappa:.2f} cm^-1; E': {4*kappa:.2f} cm^-1")
print(f"IR maxima with exchange: {peaks[0]:.2f}, {peaks[1]:.2f} cm^-1")
print(f"valley / lower maximum: {valley:.3f}")
print(f"k1 at which two IR maxima become one: {k_merge:.3e} 1/s")
print(f"that limit / estimated k1: {k_merge/k1:.2f}")
print(f"barrier at that limit, 298.15 K: {G_merge:.2f} kcal/mol")
for G in (1.5, 2.0, 2.5):
    found, dipratio = bands(eyring(G))
    print(f"barrier {G:.1f} kcal/mol: k1 {eyring(G):.2e} 1/s, "
          f"IR maxima {len(found)}, valley ratio {dipratio:.3f}")
print(f"soft mode: {soft:.0f} cm^-1; Wigner tunnelling factor: {wigner:.4f}")
print(f"k1 with soft-mode prefactor: {k_soft:.2e} 1/s")
print(f"reduction factor of k1: {k_soft/k1:.3f}; valley ratio: {valley_soft:.3f}")
print(f"crossing time h/(kB T): {t_cross*1e12:.3f} ps")
print(f"kept E' amplitude, sudden: {q_sudden:.4f}; finite: {q_finite:.4f}")
print("PASS")
```

Running it gives:

```
temperature: 298.15 K; barrier per pivot: 2.0 kcal/mol
RT: 0.5925 kcal/mol; barrier/RT: 3.376
kB T/h: 6.212e+12 1/s
Boltzmann factor: 0.0342
rate per pivot k1: 2.124e+11 1/s
pivots moving an axial, an equatorial CO: 3, 2
axial leaving rate 3 k1: 6.373e+11 1/s
equatorial leaving rate 2 k1: 4.249e+11 1/s
site-memory decay rate 5 k1: 1.062e+12 1/s
mean axial residence time: 1.57 ps
mean equatorial residence time: 2.35 ps
13C frequency: 100 MHz; shift gap: 10 ppm
NMR splitting: 1000 Hz; angular: 6.283e+03 rad/s
ratio 5 k1 / NMR angular splitting: 1.69e+08
NMR line position from equatorial end: 400.0 Hz
NMR exchange width: 2.84e-06 Hz
temperature of NMR crossover (formal): 49.1 K
local CO frequencies ax, eq: 2040, 2028 cm^-1
couplings ax-ax, eq-eq, ax-eq: 20, 28, 17 cm^-1
all CO-stretch levels: 2000.0 2000.0 2020.0 2028.7 2115.3 cm^-1
infrared bands A2'', E': 2020, 2000 cm^-1
IR splitting: 20 cm^-1; angular: 3.767e+12 rad/s
ratio IR angular splitting / k1: 17.7
ratio IR angular splitting / 5 k1: 3.55
ratio IR / NMR angular splitting: 6.00e+08
slow-limit width A2'': 6.77 cm^-1; E': 4.51 cm^-1
IR maxima with exchange: 2000.52, 2019.16 cm^-1
valley / lower maximum: 0.384
k1 at which two IR maxima become one: 4.261e+11 1/s
that limit / estimated k1: 2.01
barrier at that limit, 298.15 K: 1.59 kcal/mol
barrier 1.5 kcal/mol: k1 4.94e+11 1/s, IR maxima 1, valley ratio 1.000
barrier 2.0 kcal/mol: k1 2.12e+11 1/s, IR maxima 2, valley ratio 0.384
barrier 2.5 kcal/mol: k1 9.14e+10 1/s, IR maxima 2, valley ratio 0.078
soft mode: 100 cm^-1; Wigner tunnelling factor: 1.0097
k1 with soft-mode prefactor: 8.13e+10 1/s
reduction factor of k1: 0.383; valley ratio: 0.062
crossing time h/(kB T): 0.161 ps
kept E' amplitude, sudden: 0.6667; finite: 0.6780
PASS
```
